# Epitaxial supercell search by comparing reduced sublattices: a numerical check

```python
"""
Epitaxial supercell search by comparison of reduced sublattices.

Result under test: for two plane lattices, the map F carrying one onto the
other with the least S = sqrt(ln(l1)^2 + ln(l2)^2), where l1 and l2 are the
principal stretches of F, pairs their acute-reduced bases:
    |s1| <= |s2|,   0 <= 2 s1.s2 <= |s1|^2.
S then follows from the lengths and angles of the two cells, and the area
window |ln(area ratio)| <= sqrt(2)*eta loses no match with S <= eta.
Basis vectors are matrix columns. Lengths are in angstrom (A).
"""
import itertools
import math
import numpy as np
from scipy.linalg import polar


def sublattices(index):
    """One integer basis for each sublattice of the given index."""
    for a in range(1, index + 1):
        if index % a == 0:
            for b in range(a):
                yield np.array([[a, b], [0, index // a]])


def acute_reduce(parent, integer_basis):
    """Integer coordinates of the acute-reduced basis."""
    p, q = integer_basis[:, 0].copy(), integer_basis[:, 1].copy()
    metric = parent.T @ parent
    while True:
        q = q - int(round((p @ metric @ q) / (p @ metric @ p))) * p
        if q @ metric @ q < (p @ metric @ p) * (1 - 1e-12):
            p, q = q, p
        else:
            break
    if p @ metric @ q < 0:
        q = -q
    return np.column_stack([p, q])


def cell_parameters(basis):
    u, v = basis.T
    lu, lv = math.sqrt(u @ u), math.sqrt(v @ v)
    return lu, lv, math.acos(max(-1.0, min(1.0, (u @ v) / (lu * lv))))


def mismatch_score(film, substrate):
    """S from two cells, each given as (length, length, angle)."""
    r1, r2 = substrate[0] / film[0], substrate[1] / film[1]
    g, h = film[2], substrate[2]
    area_ratio = r1 * r2 * math.sin(h) / math.sin(g)
    trace = (r1**2 + r2**2 - 2*r1*r2*math.cos(g)*math.cos(h)) / math.sin(g)**2
    log_ratio = math.acosh(max(1.0, trace / (2 * area_ratio)))
    return math.sqrt((math.log(area_ratio)**2 + log_ratio**2) / 2)


def stretch_score(maps):
    """S directly from singular values; accepts a stack of maps."""
    logs = np.log(np.linalg.svd(maps, compute_uv=False))
    return np.sqrt((logs**2).sum(axis=-1))


def first_order_strain(film, substrate):
    e1, e2 = substrate[0] / film[0] - 1, substrate[1] / film[1] - 1
    delta, cot = substrate[2] - film[2], 1 / math.tan(film[2])
    xy = ((e2 - e1) * cot - delta) / 2
    return np.array([[e1, xy], [xy, e2 + delta * cot]])


# Test: the enumeration gives every subgroup of the right index, once each.
for n in range(1, 7):
    def residues(u, v):
        return frozenset(((i*u[0] + j*v[0]) % n, (i*u[1] + j*v[1]) % n)
                         for i in range(n) for j in range(n))
    elements = list(itertools.product(range(n), repeat=2))
    groups = {residues(u, v) for u in elements for v in elements}
    groups = {g for g in groups if len(g) == n}
    listed = [residues(tuple(map(int, m[:, 0])), tuple(map(int, m[:, 1])))
              for m in sublattices(n)]
    assert len(listed) == len(set(listed)) and set(listed) == groups

# Test: no change of basis beats the pairing of acute-reduced bases.
rng = np.random.default_rng(7)
entries = np.array(list(itertools.product(range(-6, 7), repeat=4)))
entries = entries.reshape(-1, 2, 2)
dets = entries[:, 0, 0]*entries[:, 1, 1] - entries[:, 0, 1]*entries[:, 1, 0]
changes = entries[np.abs(dets) == 1]
proper_changes = entries[dets == 1]
primitive = np.array([(i, j) for i in range(-6, 7) for j in range(-6, 7)
                      if math.gcd(i, j) == 1 and (i > 0 or (i == 0 and j > 0))])
identity = np.eye(2, dtype=int)
trials = 150
for _ in range(trials):
    raw_f, raw_s = rng.normal(size=(2, 2, 2))
    f = raw_f @ acute_reduce(raw_f, identity)
    s = raw_s @ acute_reduce(raw_s, identity)
    score = mismatch_score(cell_parameters(f), cell_parameters(s))
    all_scores = stretch_score(s @ changes @ np.linalg.inv(f))
    assert abs(all_scores.min() - score) < 1e-6 * (1 + score)
    # The three shortest primitive vectors.
    shortest = np.sort(np.linalg.norm(primitive @ s.T, axis=1))[:3]
    expected = [np.linalg.norm(v) for v in (s[:, 0], s[:, 1], s[:, 0]-s[:, 1])]
    assert np.allclose(shortest, expected, rtol=1e-9)
    # Weighted sum of squared lengths against the trace of F^T F.
    g = s @ changes[rng.integers(len(changes))]
    deformation = g @ np.linalg.inv(f)
    m = f.T @ f
    weighted = ((m[1, 1]-m[0, 1]) * (g[:, 0] @ g[:, 0])
                + (m[0, 0]-m[0, 1]) * (g[:, 1] @ g[:, 1])
                + m[0, 1] * np.sum((g[:, 0]-g[:, 1])**2))
    direct = np.trace(deformation.T @ deformation) * np.linalg.det(f)**2
    assert abs(weighted / direct - 1) < 1e-7

# Test: first-order strain has an error of second order in the deformation.
test_angle = math.radians(70)
test_cell = np.array([[1.3, 1.7*math.cos(test_angle)],
                      [0.0, 1.7*math.sin(test_angle)]])
gradient = np.array([[0.7, -0.4], [0.9, -0.5]])
errors = []
for h in (1e-3, 5e-4):
    deformation = np.eye(2) + h * gradient
    w, vec = np.linalg.eigh(deformation.T @ deformation)
    log_strain = (vec * (0.5*np.log(w))) @ vec.T
    estimate = first_order_strain(cell_parameters(test_cell),
                                  cell_parameters(deformation @ test_cell))
    errors.append(np.linalg.norm(estimate - log_strain))
error_ratio = errors[0] / errors[1]
assert abs(error_ratio - 4) < 0.1

# Test: the plain mismatch sum changes with the basis, S does not.
stretch = np.diag([1.02, 1.0])
plain_sums, invariant_scores = [], []
for basis in (np.eye(2), np.array([[1.0, 1.0], [0.0, 1.0]])):
    c, d = cell_parameters(basis), cell_parameters(stretch @ basis)
    plain_sums.append(abs(d[0]/c[0]-1) + abs(d[1]/c[1]-1) + abs(d[2]-c[2]))
    invariant_scores.append(mismatch_score(c, d))
assert abs(invariant_scores[0] - invariant_scores[1]) < 1e-7
assert plain_sums[1] > 1.5 * plain_sums[0]

# Test: right-handed reduced bases without the acute choice can fail.
left = np.array([[1.0, 0.49], [0.0, 0.9]])
right = np.array([[1.0, -0.49], [0.0, 0.9]])
handed_single = float(stretch_score(right @ np.linalg.inv(left)))
handed_best = float(stretch_score(
    right @ proper_changes @ np.linalg.inv(left)).min())
assert handed_single > 10 * handed_best

# Worked example: hexagonal film on a square substrate.
a_film, a_substrate = 3.10, 4.00
area_cap, eta = 300.0, 0.05
film_parent = a_film * np.array([[1.0, 0.5], [0.0, math.sqrt(3)/2]])
substrate_parent = a_substrate * np.eye(2)
film_area = abs(np.linalg.det(film_parent))
substrate_area = abs(np.linalg.det(substrate_parent))


def distinct_cells(parent, max_index):
    """Reduced cells of different shape for each index, and total count."""
    table, total = {}, 0
    for n in range(1, max_index + 1):
        shapes = {}
        for m in sublattices(n):
            total += 1
            reduced = acute_reduce(parent, m)
            basis = parent @ reduced
            gram = basis.T @ basis
            key = tuple(np.round([gram[0, 0], gram[1, 1], gram[0, 1]], 5))
            shapes.setdefault(key, (reduced, cell_parameters(basis)))
        table[n] = list(shapes.values())
    return table, total


max_film = int(area_cap / film_area + 1e-9)
max_substrate = int(area_cap / substrate_area + 1e-9)
film_cells, film_total = distinct_cells(film_parent, max_film)
substrate_cells, substrate_total = distinct_cells(substrate_parent,
                                                  max_substrate)


def search(log_area_window):
    found, compared = [], 0
    for ns, s_list in substrate_cells.items():
        for nf, f_list in film_cells.items():
            log_area = math.log(ns*substrate_area / (nf*film_area))
            if abs(log_area) > log_area_window + 1e-12:
                continue
            for i, (_, fc) in enumerate(f_list):
                for j, (_, sc) in enumerate(s_list):
                    compared += 1
                    value = mismatch_score(fc, sc)
                    if value <= eta:
                        found.append((ns, value, nf, i, j))
    return sorted(found), compared


matches, compared = search(math.sqrt(2) * eta)
all_matches, all_compared = search(math.inf)
assert matches and matches == all_matches

# Test: small-index search against all proper pairs of integer bases.
small = np.array(list(itertools.product(range(-3, 4), repeat=4)))
small = small.reshape(-1, 2, 2)
small_det = small[:, 0, 0]*small[:, 1, 1] - small[:, 0, 1]*small[:, 1, 0]
for nf, ns in itertools.product(range(1, 4), repeat=2):
    f_inverse = np.linalg.inv(film_parent @ small[small_det == nf])
    s_bases = substrate_parent @ small[small_det == ns]
    brute = stretch_score(s_bases[:, None] @ f_inverse[None, :]).min()
    reduced_best = min(mismatch_score(fc, sc) for _, fc in film_cells[nf]
                       for _, sc in substrate_cells[ns])
    assert abs(brute - reduced_best) < 1e-6

records, best_score = [], math.inf
for match in matches:
    if match[1] < best_score - 1e-6:
        records.append(match)
        best_score = match[1]

mirror = np.array([[1, 1], [0, -1]])  # film mirror y -> -y, integer form


def describe(match):
    ns, value, nf, i, j = match
    film_int, fc = film_cells[nf][i]
    sub_int, sc = substrate_cells[ns][j]
    sub_basis = substrate_parent @ sub_int
    deformation = sub_basis @ np.linalg.inv(film_parent @ film_int)
    if np.linalg.det(deformation) < 0:
        film_int = mirror @ film_int
        deformation = sub_basis @ np.linalg.inv(film_parent @ film_int)
    assert np.linalg.det(deformation) > 0
    assert abs(float(stretch_score(deformation)) - value) < 1e-6
    rotation, _ = polar(deformation)
    twist = math.degrees(math.atan2(rotation[1, 0], rotation[0, 0])) % 30
    twist = min(twist, 30 - twist)
    stretches = np.linalg.svd(deformation, compute_uv=False)
    # Rigidly twisted film sites must lie near substrate sites.
    t = math.radians(twist)
    turn = np.array([[math.cos(t), -math.sin(t)], [math.sin(t), math.cos(t)]])
    grid = np.array(list(itertools.product(range(-50, 51), repeat=2)))
    sites = grid @ film_parent.T
    lengths = np.linalg.norm(sites, axis=1)
    for length in fc[:2]:
        shell = sites[np.abs(lengths - length) < 1e-6] @ turn.T
        miss = shell - a_substrate * np.round(shell / a_substrate)
        bound = np.max(np.abs(stretches - 1)) * length
        assert np.linalg.norm(miss, axis=1).min() <= bound + 1e-6
    return film_int, sub_int, fc, sc, stretches, twist


print(f"film lattice constant: {a_film:.2f} A")
print(f"substrate lattice constant: {a_substrate:.2f} A")
print(f"film primitive area: {film_area:.4f} A^2")
print(f"substrate primitive area: {substrate_area:.4f} A^2")
print(f"area cap: {area_cap:.0f} A^2; eta: {eta:.3f}")
print(f"area window in |ln ratio|: {math.sqrt(2)*eta:.5f}")
print(f"largest index: film {max_film}, substrate {max_substrate}")
print(f"sublattices: film {film_total}, substrate {substrate_total}")
print("distinct shapes: film", sum(map(len, film_cells.values())),
      "substrate", sum(map(len, substrate_cells.values())))
print(f"comparisons: {compared} in window, {all_compared} without")
print(f"shape pairs with S <= eta: {len(matches)}")
print("record matches, by growing substrate-cell area:")
for match in records:
    _, _, fc, sc, _, twist = describe(match)
    print(f" ns={match[0]} nf={match[2]} area={match[0]*substrate_area:.1f} A^2"
          f" S={match[1]:.5f} twist={twist:.3f} deg")
    print(f"  e1={sc[0]/fc[0]-1:+.5f} e2={sc[1]/fc[1]-1:+.5f}"
          f" dangle={math.degrees(sc[2]-fc[2]):+.3f} deg")

best = records[-1]
film_int, sub_int, fc, sc, stretches, twist = describe(best)
strain = first_order_strain(fc, sc)
area_ratio = best[0]*substrate_area / (best[2]*film_area)
print("best match in full (integer basis vectors):")
print(" film:", film_int[:, 0].tolist(), film_int[:, 1].tolist())
print(" substrate:", sub_int[:, 0].tolist(), sub_int[:, 1].tolist())
print(f" film lengths: {fc[0]:.5f}, {fc[1]:.5f} A")
print(f" substrate lengths: {sc[0]:.5f}, {sc[1]:.5f} A")
print(f" angles: film {math.degrees(fc[2]):.4f},"
      f" substrate {math.degrees(sc[2]):.4f} deg")
print(f" area ratio D: {area_ratio:.6f}")
print(f" principal stretches: {stretches[0]:.6f}, {stretches[1]:.6f}")
print(f" first-order strain xx, yy, xy: {strain[0, 0]:+.6f},"
      f" {strain[1, 1]:+.6f}, {strain[0, 1]:+.6f}")
print(f" S: exact {best[1]:.6f}, first order {np.linalg.norm(strain):.6f}")
print(f"random lattice pairs: {trials}; basis changes each: {len(changes)}")
print(f"strain error ratio on halving deformation: {error_ratio:.4f}")
print(f"2% stretch, plain sums in two bases: {plain_sums[0]:.5f},"
      f" {plain_sums[1]:.5f}")
print(f"2% stretch, S in both bases: {invariant_scores[0]:.5f},"
      f" {invariant_scores[1]:.5f}")
print(f"handedness example, single comparison S: {handed_single:.5f}")
print(f"handedness example, best proper S: {handed_best:.5f}")
print("success")
```

It prints:

```
film lattice constant: 3.10 A
substrate lattice constant: 4.00 A
film primitive area: 8.3225 A^2
substrate primitive area: 16.0000 A^2
area cap: 300 A^2; eta: 0.050
area window in |ln ratio|: 0.07071
largest index: film 36, substrate 18
sublattices: film 1098, substrate 277
distinct shapes: film 254 substrate 106
comparisons: 3174 in window, 26924 without
shape pairs with S <= eta: 28
record matches, by growing substrate-cell area:
 ns=8 nf=15 area=128.0 A^2 S=0.03245 twist=0.000 deg
  e1=+0.01221 e2=+0.01221 dangle=+2.204 deg
 ns=14 nf=27 area=224.0 A^2 S=0.02097 twist=0.792 deg
  e1=+0.01221 e2=-0.01614 dangle=+0.383 deg
best match in full (integer basis vectors):
 film: [1, 3] [-7, 6]
 substrate: [2, 2] [-3, 4]
 film lengths: 11.17721, 20.32806 A
 substrate lengths: 11.31371, 20.00000 A
 angles: film 81.4870, substrate 81.8699 deg
 area ratio D: 0.996851
 principal stretches: 1.013257, 0.983808
 first-order strain xx, yy, xy: +0.012212, -0.015138, -0.005463
 S: exact 0.020975, first order 0.020928
random lattice pairs: 150; basis changes each: 744
strain error ratio on halving deformation: 3.9989
2% stretch, plain sums in two bases: 0.02000, 0.03995
2% stretch, S in both bases: 0.01980, 0.01980
handedness example, single comparison S: 0.73625
handedness example, best proper S: 0.01571
success
```
